# Wannier's Mean Ion Energy for a Constant Collision Frequency

Ions of charge $e$ and mass $m$ drift through a gas of atoms of mass $M$ and temperature $T_g$ under a uniform, steady field $E$. The gas is at rest as a whole. If collisions are described by a frequency $\nu_m$ that does not depend on speed, the quantities that can enter the mean ion energy $\varepsilon=\tfrac12 m\langle v^2\rangle$ are $m$, $M$, $kT_g$, the force $eE$ and $\nu_m$. Five quantities built from mass, length and time leave two dimensionless groups. With the drift speed $v_d$, which is proportional to $eE/\nu_m$, in place of the field,

$$
\varepsilon=kT_g\,F\!\left(\frac{m v_d^2}{kT_g},\frac{m}{M}\right).
$$

Reversing the field reverses the drift but cannot change a scalar, so the drift enters through its square. Without a field the ions share the gas temperature, so $F(0,m/M)=3/2$. In a very cold gas $kT_g$ must drop out, and the energy becomes a mass times $v_d^2$. The simplest form joining these limits is

$$
\varepsilon=\tfrac32 kT_g+B(m,M)\,v_d^2 .
$$

Dimensions and symmetry do not exclude a more complicated $F$. The sum is correct because, at constant frequency, the mean energy exchanged in collisions contains only second moments of the velocities. The balances of momentum and energy show this, and they give $B=(m+M)/2$.

The ions are taken to be so dilute that they meet only undisturbed gas atoms. Collisions are binary, elastic and classical, the swarm is uniform in space, and ions are neither created nor lost. The energy is measured in the laboratory frame and includes the drift energy. Gaussian units are used.

Let an ion of velocity $\mathbf v$ meet an atom of velocity $\mathbf V$. Define the relative velocity, the centre-of-mass velocity and the reduced mass by

$$
\mathbf g=\mathbf v-\mathbf V,\qquad
\mathbf G=\frac{m\mathbf v+M\mathbf V}{m+M},\qquad
\mu=\frac{mM}{m+M}.
$$

Solving the first two for the ion velocity gives

$$
\mathbf v=\mathbf G+\frac{M}{m+M}\,\mathbf g .
$$

A collision leaves $\mathbf G$ unchanged, because momentum is conserved, and leaves $g=|\mathbf g|$ unchanged, because the collision is elastic. It only turns $\mathbf g$ into $\mathbf g'$. The ion's momentum therefore changes by

$$
m(\mathbf v'-\mathbf v)=\frac{mM}{m+M}(\mathbf g'-\mathbf g)=\mu(\mathbf g'-\mathbf g).
$$

For the energy, square the expression for $\mathbf v$ before and after the collision. The terms $G^2$ and $g^2$ cancel in the difference, and the cross term remains:

$$
\tfrac12 m(v'^2-v^2)
=\tfrac12 m\,\frac{2M}{m+M}\,\mathbf G\cdot(\mathbf g'-\mathbf g)
=\mu\,\mathbf G\cdot(\mathbf g'-\mathbf g).
$$

Let $\chi$ be the angle between $\mathbf g$ and $\mathbf g'$. The atoms have no preferred orientation, so all azimuths around $\mathbf g$ are equally likely. The part of $\mathbf g'$ perpendicular to $\mathbf g$ averages to zero, and $\mathbf g'$ is replaced by $\mathbf g\cos\chi$. The mean changes at fixed $\chi$ are

$$
-\mu(1-\cos\chi)\,\mathbf g
\qquad\text{and}\qquad
-\mu(1-\cos\chi)\,\mathbf G\cdot\mathbf g .
$$

An ion meets atoms at a rate proportional to their density $N$, to $g$ and to the differential cross section $d\sigma$. Both changes carry the same angular factor, so one frequency governs both:

$$
\nu_m=N g\,\sigma_m(g),\qquad
\sigma_m(g)=\int(1-\cos\chi)\,d\sigma .
$$

The ions lose momentum at the mean rate $\mu\langle\nu_m\mathbf g\rangle$ and energy at the mean rate $\mu\langle\nu_m\mathbf G\cdot\mathbf g\rangle$. The brackets average over the ion and gas velocities, which are uncorrelated before a collision. Now suppose that $\sigma_m\propto1/g$, so that $\nu_m$ is constant and can be taken outside the brackets. Scattering need not be isotropic.

The gas has no mean velocity, so $\langle\mathbf g\rangle=\langle\mathbf v\rangle$, which has magnitude $v_d$ and points along the field. In the steady state the force balances the momentum loss:

$$
eE=\mu\nu_m v_d,\qquad v_d=\frac{eE}{\mu\nu_m}.
$$

For the energy, write out the scalar product:

$$
\mathbf G\cdot\mathbf g
=\frac{(m\mathbf v+M\mathbf V)\cdot(\mathbf v-\mathbf V)}{m+M}
=\frac{m v^2-MV^2+(M-m)\,\mathbf v\cdot\mathbf V}{m+M}.
$$

Since the two velocities are uncorrelated, $\langle\mathbf v\cdot\mathbf V\rangle=\langle\mathbf v\rangle\cdot\langle\mathbf V\rangle=0$. The gas temperature gives $M\langle V^2\rangle=3kT_g$. The field does work at the mean rate $eEv_d$, and this must equal the energy loss:

$$
eEv_d=\frac{\mu\nu_m}{m+M}\left(m\langle v^2\rangle-3kT_g\right).
$$

Replace $eE$ by $\mu\nu_m v_d$, cancel $\mu\nu_m$ and multiply by $m+M$. This gives $(m+M)v_d^2=m\langle v^2\rangle-3kT_g$, and half of it is Wannier's result:

$$
\boxed{\;\tfrac12 m\langle v^2\rangle=\tfrac32 kT_g+\tfrac12(m+M)v_d^2\;}
$$

The shape of the ion velocity distribution was not needed, and the gas entered through its zero mean velocity and its mean square velocity. The formula was compared with simulated swarms built from free flights and individual elastic collisions, all with $v_d=1.5\sqrt{kT_g/M}$. For isotropic scattering and $m/M=0.2$, $1$ and $4$, the ratio of simulated to predicted energy was 0.9975, 0.9975 and 1.0048. A run at $m=M$ used forward-weighted scattering, with a probability density $(1+\cos\chi)/2$ for $\cos\chi$, and a gas whose velocity components were uniformly distributed. It gave 1.0001. Each energy agreed with the formula within five standard errors.

The two masses in the drift term have different meanings. Split the ion velocity into its mean and a random part $\mathbf w=\mathbf v-\langle\mathbf v\rangle$. Then $\langle v^2\rangle=v_d^2+\langle w^2\rangle$, and subtracting $\tfrac12mv_d^2$ from the result leaves

$$
\tfrac12m\langle w^2\rangle=\tfrac32kT_g+\tfrac12Mv_d^2 .
$$

The term with the ion mass is the energy of directed motion. The term with the gas mass is random energy, which scattering makes out of the work done by the field. Their ratio is $M/m$: a heavy ion in a light gas keeps most of its field energy as drift, whereas a light ion in a heavy gas has most of it as random motion. For $m=M$ the shares are equal.

The mean collision energy in the centre-of-mass frame follows from $\langle g^2\rangle=\langle v^2\rangle+\langle V^2\rangle$. Since $\mu/m=M/(m+M)$ and $\mu/M=m/(m+M)$,

$$
\tfrac12\mu\langle g^2\rangle
=\frac{M}{m+M}\left[\tfrac32kT_g+\tfrac12(m+M)v_d^2\right]
+\frac{m}{m+M}\,\tfrac32kT_g
=\tfrac32kT_g+\tfrac12Mv_d^2 .
$$

It equals the random energy of the ions. This energy, and not the larger laboratory energy, is what an ion-atom collision has available on average for excitation or charge transfer. Single collisions can have more.

The random energy is not shared equally among directions. Its division depends on the angular law, so take isotropic scattering, for which $\nu_m$ is the total collision frequency. Let $x$ be an axis across the field and write $a=M/(m+M)$. After a collision $v_x'=G_x+ag_x'$, with $\langle g_x'\rangle=0$ and $\langle g_x'^2\rangle=g^2/3$ over the scattering directions. Before it, $v_x=G_x+ag_x$. The field does no work along $x$, so collisions must leave $\langle v_x^2\rangle$ unchanged:

$$
\frac{a^2}{3}\langle g^2\rangle
=2a\langle G_xg_x\rangle+a^2\langle g_x^2\rangle .
$$

Define $kT_\perp=m\langle v_x^2\rangle$. The averages needed are

$$
\langle G_xg_x\rangle=\frac{kT_\perp-kT_g}{m+M},\qquad
\langle g_x^2\rangle=\frac{kT_\perp}{m}+\frac{kT_g}{M},\qquad
\langle g^2\rangle=\frac{3kT_g+Mv_d^2}{\mu}.
$$

Insert them, divide by $a$, use $a/\mu=1/m$, and multiply by $m(m+M)$:

$$
(m+M)\left(kT_g+\tfrac13Mv_d^2\right)
=(2m+M)kT_\perp-m\,kT_g .
$$

Solving for $kT_\perp$ gives the first formula below. The temperature along the field, $kT_\parallel=m(\langle v_z^2\rangle-v_d^2)$, follows from the total $kT_\parallel+2kT_\perp=3kT_g+Mv_d^2$:

$$
kT_\perp=kT_g+\frac{m+M}{3(2m+M)}Mv_d^2,\qquad
kT_\parallel=kT_g+\frac{4m+M}{3(2m+M)}Mv_d^2 .
$$

The difference, $kT_\parallel-kT_\perp=mMv_d^2/(2m+M)$, is positive. The mean energy alone therefore does not describe the angular spread of ions arriving at a surface.

The energy balance also shows how the steady state is approached. Before it is reached, $d\varepsilon/dt$ is the difference between the field's work and the collision loss. With the field switched off,

$$
\frac{d\varepsilon}{dt}
=-\frac{2\mu\nu_m}{m+M}\left(\varepsilon-\tfrac32kT_g\right),
\qquad
\tau_\varepsilon=\frac{m+M}{2\mu\nu_m}.
$$

The mean velocity obeys $m\,d\langle\mathbf v\rangle/dt=-\mu\nu_m\langle\mathbf v\rangle$ and decays in a time $m/(\mu\nu_m)$. The local field determines the ion energy only if it changes little over several of these times, and over the distance that ions travel in them.

A constant $\nu_m$ has a physical origin. An ion polarizes an atom of polarizability $\alpha$, and their long-range potential energy is $-\alpha e^2/(2r^4)$. For impact parameter $b$, conservation of energy and angular momentum gives

$$
\dot r^2=g^2\left(1-\frac{b^2}{r^2}+\frac{\alpha e^2}{\mu g^2r^4}\right).
$$

A turning point requires $r^4-b^2r^2+\alpha e^2/(\mu g^2)=0$ to have a real solution for $r^2$, that is, $b^4\ge4\alpha e^2/(\mu g^2)$. Orbits with smaller $b$ fall inward. The capture impact parameter is therefore

$$
b_c=\left(\frac{4\alpha e^2}{\mu g^2}\right)^{1/4}.
$$

With $\beta=b/b_c$ and $x=b_c/r$, the bracket becomes $1-\beta^2x^2+x^4/4$. The angle swept follows from $d\phi/dr=(bg/r^2)/\dot r$, so the deflection is

$$
\chi=\pi-2\beta\int_0^{x_t}\frac{dx}{\sqrt{1-\beta^2x^2+x^4/4}} .
$$

For $\beta>1$, $x_t$ is the smaller positive root of the radicand. For $\beta<1$ the ion is taken to reflect from a point core, and $x_t=\infty$. Speed no longer appears separately, so $\sigma_m=C\pi b_c^2$ with the pure number $C=2\int_0^\infty(1-\cos\chi)\beta\,d\beta$. Since $b_c^2\propto1/g$, the speed cancels:

$$
\nu_m=Ng\,C\pi b_c^2
=2\pi C N e\sqrt{\frac{\alpha}{\mu}},
\qquad C=1.105 .
$$

As an example, take Cu$^+$ ions in argon in the weakly ionized outer region of a metal-sputtering reactor. Rough typical values are 100 mTorr, 400 K, a field of 1 V/cm and an argon polarizability of 1.6 Å$^3$. With masses of 63.5 and 40 u, the reduced mass is 24.54 u, or $4.075\times10^{-23}$ g. The gas density is $p/kT_g=2.41\times10^{15}$ cm$^{-3}$, so $E/N$ is 41 Td. The collision frequency is

$$
\begin{aligned}
\nu_m&=2\pi(1.1052)(2.414\times10^{15})(4.803\times10^{-10})
\sqrt{\frac{1.6\times10^{-24}}{4.075\times10^{-23}}}\ \mathrm{s^{-1}}\\
&\approx1.60\times10^6\ \mathrm{s^{-1}} .
\end{aligned}
$$

The force $eE$ is $1.60\times10^{-12}$ dyn. Dividing it by $\mu\nu_m$ gives $v_d=2.46\times10^4$ cm/s, or 246 m/s, and a mobility of $2.46\times10^4$ cm$^2$/Vs at this pressure. The energy is

$$
\varepsilon=
\underbrace{0.0517}_{3kT_g/2}
+\underbrace{0.0200}_{mv_d^2/2}
+\underbrace{0.0126}_{Mv_d^2/2}
=0.0843\ \mathrm{eV}.
$$

This corresponds to $\varepsilon/k=978$ K. Leaving out the gas-mass term would lower the energy by 15% of its full value. The mean collision energy is $0.0517+0.0126=0.0643$ eV. For isotropic scattering, $Mv_d^2/k=292$ K, and the formulas above give $T_\perp=460$ K and $T_\parallel=571$ K, the values also found in a simulation with isotropic scattering. The angular law of the polarization force with a point core is not isotropic and shifts them to about 462 K and 567 K.

Real atoms also repel the ion at short range. At the rms relative speed of 711 m/s, $b_c$ is 5.2 Å, only about twice the radius of 2.5 Å taken here for a hard core. This radius serves to illustrate the effect and is not fitted to Cu$^+$ and argon, which still attract each other at that distance. A hard core of this size lowers $\nu_m$ at that speed to 0.88 of its polarization value and makes it depend on speed. A swarm simulated with this $\nu_m(g)$ and isotropic scattering drifts at about 282 m/s, with a statistical scatter near 1 m/s, and has a mean energy of about 0.0945 eV, 12% above the constant-frequency value. Yet Wannier's formula, evaluated with the swarm's own drift speed, differs from its energy by only 0.13%, with a standard error of 0.08%. In this model the main error lies in the predicted drift speed, so a measured or separately calculated $v_d$ would be the better input.

Such agreement is not guaranteed. If $\nu_m$ varies with $g$, it stays inside the averages. It then weights the speeds differently in the momentum and energy balances and no longer cancels between them, and $\langle\nu_m\,\mathbf v\cdot\mathbf V\rangle$ need not vanish. A control swarm had $m/M=0.1$, isotropic scattering, collision frequency $\nu_0g/(45s)$ capped at $\nu_0$, and acceleration $1.84\,\nu_0s$, where $s=\sqrt{kT_g/M}$. Its energy was 3.4% above the formula evaluated with its own drift speed, with a standard error of 0.2%. A departure of similar size remains when the gas is cold, where the $\mathbf v\cdot\mathbf V$ term is zero, so the different weighting alone is enough to break the formula. Ar$^+$ in argon is a practical case for caution at strong fields, because resonant charge exchange does not follow the $1/g$ law. Suppose that its cross section is constant, that it is the only collision process and that the gas is cold. Each exchange then leaves an ion at rest, and the ion velocities follow half a Gaussian along the field. This gives $\langle v^2\rangle=\pi v_d^2/2$, whereas the formula gives $2v_d^2$. For Cu$^+$, charge transfer from argon needs several eV, far above the mean collision energy here.

The field in a reactor is not strictly uniform, so the distance over which the ions adjust to it must be checked. Here $\tau_\varepsilon=1.32$ μs, and the ions drift 0.33 mm in that time. The mean velocity relaxes in $m/(\mu\nu_m)=1.62$ μs, in which an ion moving at the rms speed of about 506 m/s would cover 0.8 mm. These distances are short compared with a region a centimetre wide, but not compared with field structure on the scale of a millimetre. The pressure is high for magnetron sputtering, however. At 10 mTorr, with field and temperature unchanged, both $v_d$ and $\tau_\varepsilon$ grow tenfold, so the drift distance in $\tau_\varepsilon$ grows to about 33 mm. The field part of the energy would formally rise a hundredfold, from 0.033 to about 3.3 eV. Neither a local steady state nor a pure polarization force is then a safe assumption. The formula also does not give the impact energy at a wall behind a thin sheath, where ions can gain energy without reaching a steady drift.

The assumed ion density of $10^9$ cm$^{-3}$ is low for reactors designed to ionize much of the metal. It gives an ion-ion collision frequency of about $0.004\,\nu_m$. Near $10^{11}$ cm$^{-3}$, the nearly linear growth with density would make this a few tenths of $\nu_m$. Elastic collisions among the Cu$^+$ ions conserve their total momentum and energy and leave both balances unchanged, but collisions with Ar$^+$ ions exchange both and add terms to them. The classical treatment is less of a concern: $\hbar/(\mu g)$ is about 0.007 of $b_c$ at the rms relative speed. The remaining values are listed in the numerical output.

## Table of computed values

```
TESTS: simulated energy / formula, constant frequency
  m/M = 0.2: 0.9975
  m/M = 1.0: 0.9975
  m/M = 4.0: 1.0048
  forward scattering, non-Maxwellian gas: 1.0001
Control, frequency ~ g, m/M = 0.1: energy off by 3.4 % (s.e. 0.2)
Orbit factor C: 1.1052
EXAMPLE: Cu+ in argon
Ion mass, gas mass: 63.5, 40.0 u
Reduced mass: 24.54 u
Gas temperature: 400 K
Pressure: 100 mTorr
Field: 1.0 V/cm
Polarizability (rough): 1.6 A^3
Gas density: 2.414e+15 cm^-3
Reduced field E/N: 41.4 Td
Collision frequency nu_m: 1.596e+06 s^-1
Drift speed: 246.4 m/s
Mobility: 2.464e+04 cm^2/Vs
Thermal part 3kTg/2: 0.0517 eV
Directed part m vd^2/2: 0.0200 eV
Random part M vd^2/2: 0.0126 eV
Mean ion energy, formula: 0.0843 eV
Mean ion energy, simulation: 0.0843 eV (s.e. 0.0001)
Mean ion energy / k: 978 K
Mean centre-of-mass energy: 0.0643 eV
Simulated temperature along field: 571 K
Simulated temperature across field: 460 K
NEGLECTED EFFECTS
Rms relative speed: 711 m/s
Capture impact parameter there: 5.17 A
Core radius (rough): 2.5 A
nu_m with core / without, at rms speed: 0.881
Drift speed with core: 282.5 m/s
Mean energy with core: 0.0946 eV
Energy formula error with core, own vd: 0.13 % (s.e. 0.08)
Ion density (rough): 1.0e+09 cm^-3
Ion-ion frequency / nu_m: 3.57e-03
Energy relaxation time: 1.32 us
Drift distance in that time: 0.326 mm
Reduced wavelength / capture parameter: 0.0070
```
